# Electron energy from intermolecular Coulombic decay in an ammonia pair

## Problem

An extreme-ultraviolet photon removes an electron from an inner-valence orbital of a molecule. The hole can be filled by an outer-valence electron of the same molecule. If the energy released cannot eject a second electron from that molecule, it may still eject one from a neighbour. This process is called interatomic or, between molecules, intermolecular Coulombic decay (ICD). It leaves two positive ions side by side and one slow free electron.

Consider two ammonia molecules, A and B, with a nitrogen–nitrogen distance $R=3.3$ Å, roughly that of a hydrogen-bonded pair. The lone pair of A points towards B, and one N–H bond of B points towards A. Each molecule has N–H bonds of 1.01 Å and H–N–H angles of 107°. The nuclei do not move during the decay.

The vertical ionization energies of one isolated molecule are

- $I_\text{in}=27.77$ eV for the inner-valence orbital $2a_1$,
- $I_\text{out}=10.70$ eV for the outermost orbital $3a_1$, the lone pair.

They were computed by equation-of-motion coupled cluster theory with single and double excitations, in the cc-pVTZ basis, with the nitrogen 1s electrons frozen. "Vertical" means that the ion keeps the geometry of the neutral molecule. Use

$$
k=\frac{e^2}{4\pi\varepsilon_0}=14.40\ \text{eV Å}.
$$

1. Treat the two final ions as point charges. Derive the energy $E_e$ of the ICD electron and evaluate it.
2. Find the smallest distance at which the decay is allowed, and discuss the limit of large $R$.
3. The lowest double ionization energy of a single ammonia molecule, computed by coupled cluster theory in the smaller cc-pVDZ basis, is 35.10 eV. In that basis $I_\text{in}=27.52$ eV and $I_\text{out}=10.22$ eV. Show that the hole cannot decay by electron emission within one molecule, and explain why the pair offers a cheaper final state.
4. Replace B by a different molecule at the same distance. What must its ionization energy be for the channel to be open?
5. Real ions are not points, and the first ion already interacts with its neighbour. Derive the correction to $E_e$ and estimate it.
6. The photon has a wavelength of 13.5 nm, hence an energy of 91.8 eV. Compare the two emitted electrons, and judge how far the result carries over to a lithographic resist.

## Solution

### 1. Energy of the emitted electron

Energy conservation needs only the states before and after the decay, not the route between them. Take two neutral molecules, far apart, as the zero of energy.

Before the decay, A has an inner-valence hole and B is neutral. If the interaction of this ion with B is neglected for now, the energy is

$$
E_\text{initial}=I_\text{in}.
$$

After the decay, each molecule lacks one outer-valence electron. Creating the two ions separately costs $2I_\text{out}$. Holding two charges $+e$ at distance $R$ costs a further $k/R$, which is positive because like charges repel. The free electron, once far from the ions, has kinetic energy $E_e$. Therefore

$$
E_\text{final}=2I_\text{out}+\frac{k}{R}+E_e .
$$

No attraction between the electron and the ions appears, since $E_e$ is measured after the electron has escaped. Setting the two energies equal and solving for $E_e$ gives

$$
\boxed{E_e=I_\text{in}-2I_\text{out}-\frac{k}{R}}
$$

The repulsion enters with a minus sign. The ions are created at distance $R$, before they have had time to move, so this energy is stored in the pair and is not available to the electron.

For the given pair,

$$
\frac{k}{R}=\frac{14.40}{3.3}\ \text{eV}=4.36\ \text{eV},
$$

$$
E_e=(27.77-21.39-4.36)\ \text{eV}\approx 2.0\ \text{eV}=3.2\times10^{-19}\ \text{J}.
$$

Here $2I_\text{out}=21.39$ eV comes from the unrounded ionization energy. The result is a small difference between large numbers, so its sensitivity matters. An increase of 0.1 eV in $I_\text{in}$ raises $E_e$ by 0.1 eV, while the same increase in $I_\text{out}$ lowers it by 0.2 eV, because two outer electrons are missing at the end. For the distance,

$$
\frac{dE_e}{dR}=\frac{k}{R^2}=\frac{14.40}{3.3^2}\ \text{eV/Å}=1.3\ \text{eV/Å},
$$

so an uncertainty of 0.1 Å in $R$ changes $E_e$ by about 0.13 eV.

The basis set matters more. With the cc-pVDZ values quoted in part 3, the same formula gives 2.73 eV. Going to cc-pVTZ raises $I_\text{in}$ by 0.25 eV and $I_\text{out}$ by 0.48 eV, and so lowers $E_e$ by 0.71 eV. A larger basis lowers it further: with aug-cc-pVTZ on nitrogen and cc-pVTZ on hydrogen, $I_\text{in}=27.86$ eV, $I_\text{out}=10.83$ eV and $E_e\approx1.8$ eV, about 0.2 eV below the cc-pVTZ value. If the remaining basis error falls as the inverse cube of the basis level (2 for cc-pVDZ, 3 for cc-pVTZ), which is assumed here, the part still missing is

$$
\frac{3^{-3}}{2^{-3}-3^{-3}}\times(-0.71\ \text{eV})
=\frac{8}{19}\times(-0.71\ \text{eV})\approx-0.3\ \text{eV}.
$$

As far as the basis is concerned, the point-charge answer is therefore "about 2 eV", with the first decimal uncertain. The approximate treatment of electron correlation adds a larger uncertainty, of the order of 1 eV, which is discussed at the end of part 5.

If the ions later separate intact, the stored energy is released. In the point-charge model all of its 4.36 eV becomes kinetic energy of separation. In the centre-of-mass frame the momenta of the ions are opposite and equal in size. Since their masses are equal too, each ion receives half, about 2.2 eV. For real ions this is a rough value: their repulsion is somewhat weaker (part 5), and some of the energy can go into rotation and vibration.

### 2. Opening distance and large separation

The decay is allowed if $E_e>0$, that is, if

$$
I_\text{in}-2I_\text{out}>\frac{k}{R}.
$$

The left side must be positive, otherwise no distance satisfies the condition. Here it is 6.38 eV. Multiplying by the positive distance $R$ and dividing by the positive left side preserves the inequality:

$$
R>R_\text{min}=\frac{k}{I_\text{in}-2I_\text{out}}
=\frac{14.40}{6.38}\ \text{Å}=2.26\ \text{Å}.
$$

With the larger basis mentioned in part 1 the limit is about 2.3 Å, so the second decimal is not fixed. The pair at 3.3 Å lies outside this limit. The value of $R_\text{min}$ is itself only a formal one: at such a short distance the two electron clouds overlap, and the formula leaves out the interaction of the first ion with its neutral neighbour. Part 5 shows that this interaction matters already at 3.3 Å.

As $R\to\infty$ the repulsion vanishes and $E_e$ rises towards 6.38 eV. This does not mean that distant molecules decay readily. Energy conservation says whether a final state is accessible, not how fast it is reached. The transfer of energy relies on the interaction between the molecules, and that interaction disappears at infinite separation.

### 3. Why the hole does not decay within one molecule

Local decay would leave one doubly charged molecule and a free electron. It would require $I_\text{in}$ to exceed the double ionization energy. In the same basis the two energies are 27.52 eV and 35.10 eV, so the hole falls short by

$$
(35.10-27.52)\ \text{eV}=7.58\ \text{eV}.
$$

This shortfall depends on the basis. In aug-cc-pVDZ the two energies are 27.71 eV and 35.55 eV, and it grows to 7.84 eV. The quoted threshold belongs to a singlet dication. The triplet state found by the same method lies higher, at 37.61 eV, and does not open the channel either.

To see why the pair is favoured, subtract two single ionization energies from the double one:

$$
(35.10-2\times10.22)\ \text{eV}=14.66\ \text{eV}.
$$

In this small basis, this is the extra cost of putting both holes on the same molecule; in aug-cc-pVDZ it is 14.24 eV, about 0.4 eV less. It includes the response of the other electrons as well as repulsion. Expressed as the repulsion of two point charges, it corresponds to a distance of $14.40/14.66=0.98$ Å, comparable to the size of the molecule. On two molecules 3.3 Å apart the extra cost is only 4.36 eV. Spreading the positive charge thus saves about 10 eV, and this saving opens the intermolecular channel while the local one is closed.

### 4. A different neighbour

Let the neighbour have ionization energy $I_B$. The final state then costs $I_\text{out}+I_B+k/R$, and the previous argument gives

$$
E_e=I_\text{in}-I_\text{out}-I_B-\frac{k}{R}.
$$

The condition $E_e>0$ becomes

$$
I_B<I_\text{in}-I_\text{out}-\frac{k}{R}
=(27.77-10.70-4.36)\ \text{eV}=12.71\ \text{eV}.
$$

At this fixed distance, and within the point-charge model, a neighbour that is easier to ionize than 12.7 eV can emit the electron. Every electronvolt by which $I_B$ lies below this limit appears as an electronvolt of electron energy. For $I_B=10.70$ eV the formula returns the 2.0 eV of part 1.

### 5. Extended ions and the polar neighbour

**The corrected energy balance.** Let $V$ be the interaction energy of the initial ion with its neutral neighbour, and $W$ the full interaction energy of the two final ions. The two energies are now

$$
E_\text{initial}=I_\text{in}+V,\qquad
E_\text{final}=2I_\text{out}+W+E_e' .
$$

Equating them, then adding and subtracting $k/R$, gives

$$
E_e'=I_\text{in}-2I_\text{out}+V-W
=E_e+V-\left(W-\frac{k}{R}\right).
$$

A repulsive initial interaction, $V>0$, helps the electron. A final repulsion weaker than that of point charges helps it too.

**The final ions.** Let ion A consist of charges $q_i$ at positions $\mathbf r_i$ from its nitrogen nucleus, and ion B of charges $Q_j$ at $\mathbf s_j$ from its own. Let $\mathbf n$ be the unit vector from A to B. If $R$ is large compared with the ions, the distance between two of these charges is, to first order, $R+\mathbf n\cdot(\mathbf s_j-\mathbf r_i)$, so that

$$
\frac{1}{|R\mathbf n+\mathbf s_j-\mathbf r_i|}
\approx\frac1R-\frac{\mathbf n\cdot(\mathbf s_j-\mathbf r_i)}{R^2}.
$$

Multiply by $q_iQ_j/4\pi\varepsilon_0$ and sum. Each ion has total charge $e$. Define the displacement of its centre of charge along $\mathbf n$ by

$$
d_A=\frac1e\sum_i q_i\,\mathbf n\cdot\mathbf r_i,\qquad
d_B=\frac1e\sum_j Q_j\,\mathbf n\cdot\mathbf s_j .
$$

Then

$$
W\approx\frac{k}{R}-\frac{k\,(d_B-d_A)}{R^2}.
$$

The same expression follows from expanding $k/(R+d_B-d_A)$ to first order. The leading correction therefore replaces the distance between nuclei by the distance between centres of charge.

A Hartree–Fock calculation of the ions in the cc-pVDZ basis gives a second term of $-0.0034$ eV at $R=30$ Å. Hence

$$
d_B-d_A=\frac{0.0034\times30^2}{14.40}\ \text{Å}=0.21\ \text{Å}.
$$

At that distance the point charges contribute 0.4800 eV, and the two terms together give 0.4766 eV. A Hartree–Fock calculation of the whole doubly charged pair gives 0.4764 eV, so the expansion holds well there.

Carried down to 3.3 Å, the second term becomes

$$
-\frac{14.40\times0.21}{3.3^2}\ \text{eV}\approx-0.28\ \text{eV}.
$$

At contact the expansion is no longer reliable, and the pair must be calculated directly. The result is $W=4.02$ eV in the same basis, or 0.34 eV below the point-charge value. The first-order term has the same sign and a similar size. This does not prove that it explains the difference, because higher multipoles, polarization and the overlap of the electron clouds also contribute at this distance and were not separated. Adding diffuse functions (the aug-cc-pVDZ basis) gives $W=3.98$ eV, which is 0.38 eV below the point-charge value.

**The initial ion.** The two molecules of the pair are not equivalent, so $V$ depends on which of them carries the inner hole. The sign can be anticipated from the dipole of neutral ammonia, whose negative end is the lone pair and whose positive end is the hydrogen side.

- If the hole is on A, the positive ion faces a hydrogen atom of B. The charge–dipole interaction is repulsive.
- If the hole is on B, the positive ion faces the lone pair of A. The interaction is attractive.

For numbers, the orbitals of the isolated ion were joined to those of a neighbour polarized by a unit charge at the ion's nitrogen position. The Hartree–Fock energy of the resulting antisymmetrized state was then evaluated. This contains electrostatics, exchange repulsion and the polarization of the neighbour. It leaves out charge transfer and the polarization of the ion. In the aug-cc-pVDZ basis,

$$
V_A=+0.25\ \text{eV},\qquad V_B=-0.90\ \text{eV}.
$$

The smaller cc-pVDZ basis gives $+0.23$ and $-0.83$ eV. For the hole on A, letting all orbitals of the pair relax in that smaller basis changes 0.23 eV to 0.18 eV. For the hole on B, the same relaxation changes $-0.83$ eV to about $-1.0$ eV. The unrelaxed $V_B$ is therefore the less secure of the two, and too high by about 0.2 eV.

**The corrected electron energies.** With $W-k/R=-0.38$ eV,

$$
E_{e,A}'=(2.01+0.25+0.38)\ \text{eV}\approx2.6\ \text{eV},
$$

$$
E_{e,B}'=(2.01-0.90+0.38)\ \text{eV}\approx1.5\ \text{eV}.
$$

Both values use the unrelaxed $V$. The relaxation found in the smaller basis would lower the second one to about 1.3 eV. $V$ and $W$ are Hartree–Fock values and leave out electron correlation. In cc-pVDZ, second-order perturbation theory lowers $W$ by only 0.03 eV, and equation-of-motion coupled cluster theory for the whole pair gives $V_B\approx-1.1$ eV, which also points to about 1.3 eV. No correlated value of $V_A$ is available here. The channel stays open in both cases at this level of calculation. The point-charge value lies between the two, but it cannot distinguish them: it knows the distance and not the orientation. The difference of about 1.1 eV comes from $V$ alone, since the final state is the same for both.

The possible basis error of $-0.3$ eV from part 1 would not by itself close either channel. The inner ionization energy has an uncertainty of its own. In the cc-pVDZ basis, the difference between mean-field energies of the ion and the molecule is 28.85 eV, or 1.33 eV above the coupled cluster value. This shows how strongly electron correlation enters, but it is not an error bar for the coupled cluster result. Excitations beyond those included matter as well. In a small space of 11 orbitals, built from the 6-31G basis, the coupled cluster method gives one main line at 29.2 eV. Exact diagonalization in the same space divides the hole mainly between two lines of similar weight, at 28.3 and 30.1 eV. So small a space cannot fix the true positions, and the gap between the two methods depends on it: the lower line lies 0.9 eV below the coupled cluster value with 11 orbitals, but 0.5 eV below it with 10. An error of the order of 1 eV in $I_\text{in}$ therefore cannot be excluded. Together with the basis error, a downward shift of 1 eV would leave only 0.0 to 0.2 eV for the hole on B, so these calculations do not settle whether that channel is open. The hole on A has more energy to spare.

### 6. The two electrons and the case of a resist

The photon energy is absent from the formula for $E_e$. It fixes the energy of the first photoelectron, which for an isolated molecule is

$$
E_\text{photo}=h\nu-I_\text{in}\approx(91.8-27.8)\ \text{eV}\approx64\ \text{eV}.
$$

The ICD electron follows with about 2 eV. Raising the photon energy makes the first electron faster but leaves the second unchanged, provided the same hole is produced and the nuclei have not moved before it decays.

The wavelength of 13.5 nm is the one used in extreme-ultraviolet lithography. Ammonia, however, is not a resist. It serves here as a small molecule whose energies can be computed. A resist is a dense film of larger molecules with other ionization energies, so the 2 eV must not be transferred to it as a number. The energy balance does carry over once the proper energies are inserted.

A film also breaks the assumption that the pair is isolated, because the surrounding electrons screen positive charge. A rough estimate treats the surroundings as a dielectric of relative permittivity $\varepsilon$ and each ion as a charge in a sphere of radius $R/2$, so that neighbouring spheres touch. Charging one sphere in the medium instead of in vacuum lowers the energy by

$$
S=\frac{k}{2(R/2)}\left(1-\frac1\varepsilon\right)
=\frac{k}{R}\left(1-\frac1\varepsilon\right).
$$

The initial state has one ion and gains $S$. The final state has two ions and gains $2S$. In addition, the repulsion between them falls from $k/R$ to $k/(\varepsilon R)$, a further gain of $S$. The electron energy, measured outside the film and without losses on the way, therefore rises by

$$
3S-S=2S=\frac{2k}{R}\left(1-\frac1\varepsilon\right).
$$

For $\varepsilon\approx2$, a rough value for the fast electronic response of an organic solid, this is $k/R\approx4.4$ eV. A continuous medium is a crude picture at molecular distances, so this number shows a scale and no more. It is nevertheless larger than $E_e$ itself. Screening favours the decay between molecules, and the 2 eV found above belongs to an isolated pair.

Screening also favours the local decay that part 3 ruled out. The gain of a charged sphere grows with the square of its charge, so a doubly charged molecule gains $4S$, and local decay gains $4S-S=3S\approx6.5$ eV for $\varepsilon\approx2$. This is only about 1 eV less than the 7.6 to 7.8 eV missing in part 3. Whether the local channel stays closed in a film must therefore be checked separately. Inside a film the electron can also lose energy in collisions before it escapes.
